# Why a Surface Growing Along Its Normal Rises Faster on Slopes

## A tilted plane

Take a solid whose top is the plane \(z=mx\), uniform in the \(y\) direction. A film of thickness \(\delta\), measured perpendicular to the surface, is added everywhere. The new top is parallel to the old one, so it has the form \(z=mx+c\). How large is \(c\)?

The perpendicular distance between these two lines is \(c/\sqrt{1+m^2}\). Setting it equal to \(\delta\) gives

\[
c=\delta\sqrt{1+m^2}.
\]

If the film grew at normal speed \(F\) for a time \(dt\), then \(\delta=F\,dt\), and the height above a fixed \(x\) rose at the rate

\[
\frac{c}{dt}=F\sqrt{1+m^2}.
\]

With \(m=\tan\theta\) this is \(F/\cos\theta\). A vertical line crosses the tilted film obliquely, so it measures more than the film's thickness. The rate equals \(F\) when the plane is level.

For a curved surface \(z=h(x,t)\), the corresponding statement is

\[
h_t=F\sqrt{1+h_x^2},\qquad F>0, \tag{1}
\]

where subscripts denote partial derivatives and \(h_t\) is taken at fixed \(x\). The solid lies below the surface, and \(F\) is the speed along the outward normal. Equation (1) contains no physical constants, so it reads the same in atomic units as in nanometres and minutes. Two derivations follow. The first tracks points on the surface; the second asks which points of space the solid has reached.

## First derivation: moving markers

Assume that \(h\) is single-valued and differentiable in \(x\) and \(t\). A small step \(dx\) along the surface changes the height by \(h_x\,dx\), so \((1,h_x)\) is a tangent vector. The vector \((-h_x,1)\) is perpendicular to it, since \(-h_x+h_x=0\), and it points upward, out of the solid. Dividing by its length gives the outward unit normal

\[
\mathbf n=\frac{(-h_x,\,1)}{s},\qquad s=\sqrt{1+h_x^2}.
\]

Let a marker at \((X(t),Z(t))\) stay on the surface as it moves, so that \(Z(t)=h(X(t),t)\) at all times. Differentiating with the chain rule,

\[
Z_t=h_t+h_xX_t
\quad\Longrightarrow\quad
h_t=Z_t-h_xX_t .
\]

The marker's velocity is \(\mathbf V=(X_t,Z_t)\), and its normal component is

\[
\mathbf V\cdot\mathbf n=\frac{-h_xX_t+Z_t}{s}=\frac{h_t}{s}.
\]

Therefore

\[
h_t=s\,(\mathbf V\cdot\mathbf n). \tag{2}
\]

Adding any multiple of the tangent \((1,h_x)\) to \(\mathbf V\) leaves \(\mathbf V\cdot\mathbf n\) unchanged. Markers may slide along the surface without affecting its shape. Normal growth means \(\mathbf V\cdot\mathbf n=F\), and (2) becomes (1).

Why is the vertical rate larger than \(F\), when a marker moving along the normal rises only at \(F/s\)? Such a marker also moves sideways, towards the downhill side. The height at fixed \(x\) belongs to a succession of markers, each arriving from uphill. With \(X_t=-Fh_x/s\) and \(Z_t=F/s\), the two contributions are

\[
h_t=\frac{F}{s}+\frac{Fh_x^2}{s}=\frac{F(1+h_x^2)}{s}=Fs .
\]

**Etching.** If material is removed at normal speed \(F\), the surface moves into the solid, \(\mathbf V\cdot\mathbf n=-F\), and \(h_t=-F\sqrt{1+h_x^2}\).

**A vertical beam.** Suppose instead that atoms arrive vertically in a uniform beam and stick where they land, with no shadowing. A strip of horizontal width \(dx\) collects the same volume whatever its slope, so \(h_t=F_0\), the growth rate on a level surface. Equation (2) then gives the normal speed

\[
\mathbf V\cdot\mathbf n=\frac{F_0}{s}=F_0\cos\theta .
\]

The law \(h_t=F_0\) is thus correct for this process. It is incorrect for a surface whose normal speed is the same on every slope.

## Second derivation: the region reached

Now let \(F\) be the same at every place, in every direction and at every time. Define the grown solid after an advance \(\delta=F\,dt\) as the set of all points within distance \(\delta\) of the old solid. This is Huygens' construction: a disc of radius \(\delta\) is drawn around each old surface point, and the new surface is the upper edge of all the discs.

This definition agrees with normal growth on a smooth surface. The squared distance from an outside point \((x,z)\) to the surface point \((u,h(u))\) is \((x-u)^2+(z-h(u))^2\). At the nearest surface point its derivative with respect to \(u\) vanishes:

\[
(x-u)+(z-h(u))\,h_x(u)=0 .
\]

This says that the connecting segment is perpendicular to the tangent \((1,h_x)\). The shortest path out of the solid runs along the normal.

The construction can also be repeated consistently. A point within \(\delta_1+\delta_2\) of the solid can be reached by dividing the shortest segment into parts no longer than \(\delta_1\) and \(\delta_2\). Conversely, two such steps cannot reach farther than \(\delta_1+\delta_2\), by the triangle inequality. Growing twice therefore gives the same solid as growing once by the total distance.

The disc centred above \(x+\delta\sin\alpha\) has its top, on the vertical line through \(x\), at a height \(\delta\cos\alpha\) above its centre. Hence

\[
h(x,t+dt)=\max_{-\pi/2\le\alpha\le\pi/2}
\left[h(x+\delta\sin\alpha,t)+\delta\cos\alpha\right]. \tag{3}
\]

Let \(|h_{xx}|\le M\) near \(x\). Taylor's theorem gives

\[
h(x+\delta\sin\alpha)=h(x)+\delta h_x\sin\alpha+r,
\qquad |r|\le \tfrac12M\delta^2 .
\]

The bound on \(r\) holds for every \(\alpha\), so dropping \(r\) changes the maximum by at most \(M\delta^2/2\). It remains to maximize \(g(\alpha)=h_x\sin\alpha+\cos\alpha\). With \(h_x=\tan\theta\),

\[
g(\alpha)=\frac{\sin\theta\sin\alpha+\cos\theta\cos\alpha}{\cos\theta}
=\frac{\cos(\alpha-\theta)}{\cos\theta}.
\]

The maximum is at \(\alpha=\theta\) and equals \(1/\cos\theta=\sqrt{1+h_x^2}\). Thus

\[
\frac{h(x,t+dt)-h(x,t)}{dt}=F\sqrt{1+h_x^2}+O(dt),
\]

and letting \(dt\to0\) gives (1). The sign of the winning \(\alpha\) again shows that the part of the front arriving above \(x\) started on the uphill side.

**Corners.** Equation (3) still has a meaning where \(h_x\) does not exist. Near a symmetric groove, \(h=h_c+m|x-x_c|\) with \(m>0\), the expression to maximize is \(m|\sin\alpha|+\cos\alpha\), and the groove rises at \(F\sqrt{1+m^2}\). Near a symmetric sharp ridge, \(h=h_c-m|x-x_c|\), it is \(-m|\sin\alpha|+\cos\alpha\). Its maximum is 1, at \(\alpha=0\), so the ridge top rises at \(F\). The two corners have the same slopes on either side apart from their order, yet they rise at different rates.

## What each derivation assumes

The first derivation needs a differentiable surface, but asks little of the growth process. The speed \(F\) may vary with position, time or surface orientation, because (2) uses its local value. That is why the vertical beam could be treated by the same equation.

The second derivation, as given, needs a uniform and isotropic \(F\). In return it needs no markers and selects a definite surface at corners. Where the surface is smooth and \(F\) is uniform and isotropic, both apply and agree. When markers cross, the first method leaves several candidate heights above one \(x\); the second keeps the highest.

Both use a single-valued height. Two limits show how far this description reaches. For small slope,

\[
h_t\simeq F\left(1+\tfrac12h_x^2\right),
\]

so the error of \(h_t=F\) is second order in the slope. Relative to the correct rate, the shortfall is \(1-\cos\theta\). It reaches 1 % when \(\cos\theta=0.99\), that is at a slope of 0.1425 or an angle of 8.1°.

For a steep slope, \(h_t\simeq F|h_x|\), which grows without limit. Nothing physical diverges. At fixed height, \(0=h_t+h_x\,dx/dt\), so the wall moves sideways at

\[
\left|\frac{dx}{dt}\right|=\frac{h_t}{|h_x|}
=F\sqrt{1+\frac1{h_x^2}}\;\longrightarrow\;F .
\]

A vertical wall simply advances at \(F\). It is the function \(h(x,t)\) that fails there, and vertical or overhanging walls need another description of the surface.

## A conformal film over ridges

Consider a film grown at \(F=10\) nm/min for 6 min, so \(d=Ft=60\) nm, over the surface

\[
h_0(x)=A\cos kx,\quad A=150\ \text{nm},\quad k=\frac{2\pi}{1000\ \text{nm}} .
\]

The steepest slope has magnitude \(Ak=0.9425\), an angle of 43.3°, and occurs for instance at \(x=250\) nm. Equation (1) gives the initial vertical rate there:

\[
10\sqrt{1+0.9425^2}=13.74\ \text{nm/min}\quad(2.29\ \text{Å/s}).
\]

Using \(h_t=F\) would give 10 nm/min, which is 27.2 % below the correct rate.

For a finite advance, follow markers along their normals. A marker that starts at \(x_0\) with slope \(h_0'\) and \(s_0=\sqrt{1+h_0'^2}\) is taken to

\[
X=x_0-\frac{d\,h_0'}{s_0},\qquad Z=h_0+\frac{d}{s_0}. \tag{4}
\]

To find its new slope, differentiate with respect to \(x_0\), using

\[
\left(\frac{h_0'}{s_0}\right)'=\frac{h_0''}{s_0}-\frac{h_0'^2h_0''}{s_0^3}=\frac{h_0''}{s_0^3},
\qquad
\left(\frac1{s_0}\right)'=-\frac{h_0'h_0''}{s_0^3}.
\]

With the curvature \(\kappa=h_0''/s_0^3\), this gives

\[
X'=1-d\kappa,\qquad Z'=h_0'(1-d\kappa),\qquad \frac{Z'}{X'}=h_0'.
\]

Each marker keeps its slope, and hence its normal direction, as long as \(1-d\kappa>0\).

The steepest marker starts at \(x=250\) nm with a negative slope and moves right by \(60\times0.9425/1.374\simeq41\) nm. Gentler slopes take its place above \(x=250\) nm, so the rise there after 6 min is 82.03 nm, slightly less than the 82.45 nm obtained by holding the initial rate.

The law \(h_t=F\) lifts the whole profile by 60 nm. Its largest height error is 22.34 nm, near \(x=270\) nm and its mirror point. This is close to the middle of the steepest marker's path. Near that marker the slope falls off quadratically with distance; if this fall-off is treated as symmetric and constant in time, the point midway along the path loses least and rises most.

The rigidly lifted film is also too thin. The shortest distance from its surface at \(x=250\) nm to the old surface is 43.78 nm instead of 60 nm. Treating the slope as a plane gives \(60\cos\theta=43.66\) nm; the small difference comes from the bending of the old surface.

## Added material and the first corner

The area added per unit time, in one period of the cross-section, is

\[
\int h_t\,dx=F\int s\,dx=FL,
\]

where \(L\) is the arc length of one period. To see how \(L\) changes, differentiate it and integrate by parts:

\[
\frac{dL}{dt}=\int\frac{h_xh_{xt}}{s}\,dx
=\left[\frac{h_xh_t}{s}\right]-\int h_t\frac{h_{xx}}{s^3}\,dx .
\]

Inserting \(h_t=Fs\) and \(h_{xx}/s^2=\partial_x\arctan h_x\),

\[
\frac{dL}{dt}=F\,[\,h_x-\arctan h_x\,], \tag{5}
\]

where the bracket is the value at the end of the period minus that at its start. On a smooth periodic surface it vanishes. The length therefore stays at 1194.45 nm, and the mean rise after 6 min is

\[
60\times\frac{1194.45}{1000}=71.67\ \text{nm}.
\]

A film of uniform 60 nm thickness thus needs about 19 % more material than \(h_t=F\) would supply.

Smoothness ends when neighbouring markers meet, \(X'=0\), which first happens at \(d=1/\kappa_{\max}\). Here \(h_0''=-Ak^2\cos kx\) is at most \(Ak^2\), and \(s_0\ge1\). Both limits are attained at the trough, so \(\kappa_{\max}=Ak^2\) and

\[
d_c=\frac1{Ak^2}=168.9\ \text{nm},\qquad t_c=\frac{d_c}{F}=16.9\ \text{min}.
\]

After this a groove stands at the trough, with slopes \(-m\) on its left and \(+m\) on its right. Taking the period in (5) from one groove to the next gives

\[
\frac{dL}{dt}=-2F\,(m-\arctan m)<0 .
\]

The surface now loses length, and the mean rise falls below \(dL_0/(1000\ \text{nm})\), with \(L_0\) the initial length. At 24 min it is 286.52 nm, against 286.67 nm from the smooth-surface rule. The difference is small because the loss begins only at 16.9 min and starts slowly, as \(m-\arctan m\simeq m^3/3\) while the groove is shallow. By 24 min the groove slope has reached \(m=0.73\), where the cubic form overstates the loss rate by about 30 %.

For etching, turning the picture upside down exchanges ridges and troughs, so on this surface the first corners appear at the ridge tops.

## A numerical rule that survives the corner

On a grid \(x_j=j\,\Delta x\), the corner result suggests using the slope towards whichever neighbour is higher:

\[
p_j=\max\!\left(\frac{h_{j+1}-h_j}{\Delta x},\frac{h_{j-1}-h_j}{\Delta x},0\right),
\]
\[
h_j^{\rm new}=h_j+F\Delta t\sqrt{1+p_j^2}.
\]

In a groove this selects the steeper side; on a ridge top it gives \(p_j=0\), in agreement with (3). Raising a neighbour never lowers \(h_j^{\rm new}\). When \(p_j>0\), raising \(h_j\) itself changes the result at the rate

\[
1-\frac{F\Delta t}{\Delta x}\frac{p_j}{\sqrt{1+p_j^2}},
\]

which is not negative if \(F\Delta t\le\Delta x\). Under that condition a higher starting surface stays at least as high, as it does in (3).

With \(F\Delta t=\Delta x/2\), the largest deviation from the disc front at \(d=60\) nm is 0.117 nm for \(\Delta x=2\) nm and 0.059 nm for \(\Delta x=1\) nm. At \(d=240\) nm, after the corner, it is 0.502 and 0.251 nm. Halving the spacing halves the error in both cases.

## The model beside a real process

The example lies in the regime of reaction-limited low-pressure chemical vapour deposition, with roughly typical values of 10 nm/min, 900 K and 0.2 Torr. The other inputs below are rough assumptions. For molecules 0.4 nm across, the mean free path is 0.66 mm, far longer than the ridge period, so molecules nearly always cross a trough without colliding with one another. About \(2\times10^{-5}\) of the impacts need to deposit an atom. A balance of arriving and re-emitted molecules then gives a largest flux deficit of \(5.9\times10^{-4}\) %, on the initial surface, rising to about \(6.6\times10^{-4}\) % after 6 min. This supports a uniform \(F\) on these open ridges as long as growth comes from a single precursor of such low reactivity. A species that reacted in one impact out of ten would show a deficit of about 3 %, and one that reacted at every impact about 24 %. Deep, narrow holes in real devices can break this assumption, and their vertical walls also break the height description.

Temperature matters more. With an activation energy of 1.7 eV, a 1 K rise increases the rate by 2.46 %, or about 1.5 nm in 60 nm. If a crystalline film grew faster by a fraction \(0.10\sin^2\theta\), the steepest slope would gain 4.7 %, moving 13.74 to about 14.4 nm/min. Curvature shifts the chemical potential by up to 0.95 % of \(k_BT\) on the initial surface. The trough sharpens as the film grows, its curvature rising by the factor \(1/(1-d/d_c)\), so the shift there reaches about 1.5 % after 6 min. The rate would change by a similar fraction if it followed the chemical potential in proportion. The factor diverges as \(d\to d_c\): the shift is 8.5 % at 15 min and 27 % at 16.3 min, so curvature effects cannot be neglected at the trough bottom as the corner forms, and the sharp groove belongs to the model. Random arrival in independent single-atom columns would give a roughness of 4.04 nm, but only 0.11 nm after averaging over a 10 nm by 10 nm patch. This estimate leaves out the roughness that grains give a real polycrystalline film. For these inputs and for the 6 min film, each effect is smaller than the 27.2 % slope error. A temperature offset of 10 K would change the rate by as much, although a uniform offset only rescales \(F\) and leaves (1) intact. The full set of values is in the numerical output.

## Calculated quantities

```
amplitude A = 150 nm, period = 1000 nm
normal speed F = 10 nm/min, time = 6 min
film thickness d = F t = 60 nm
steepest slope = 0.9425, angle = 43.3 deg
F sqrt(1+slope^2) at steepest point = 13.74 nm/min
  the same = 2.29 angstrom/s
rate there from disc construction = 13.74 nm/min
h_t = F falls short there by 27.2 %
slope for 1 % shortfall = 0.1425
angle for 1 % shortfall = 8.1 deg
height rise at x=250 nm after 6 min = 82.03 nm
initial rate there times 6 min = 82.45 nm
largest height error of h_t=F, 6 min = 22.34 nm
  found at x = 270 nm (and mirror point)
film thickness at lifted point x=250 nm = 43.78 nm
  small-lift estimate d cos(theta) = 43.66 nm
arc length per period = 1194.45 nm
arc length after 6 min = 1194.45 nm
mean height rise after 6 min = 71.67 nm
first corner: thickness = 168.9 nm
first corner: time = 16.9 min
mean rise at 24 min = 286.52 nm
d L/period at 24 min = 286.67 nm
upwind max error, d=60 nm: dx=2 nm 0.117 nm, dx=1 nm 0.059 nm
upwind max error, d=240 nm: dx=2 nm 0.502 nm, dx=1 nm 0.251 nm
Neglected effects (rough assumed inputs)
T = 900 K, kT = 0.0776 eV, pressure = 0.2 Torr
molar mass = 30 g/mol, molecule diameter = 0.4 nm
volume per deposited atom = 0.02 nm^3
surface energy = 6.24 eV/nm^2
surface diffusivity = 100 nm^2/s
activation energy = 1.7 eV
gas mean free path = 0.66 mm
reaction probability per impact = 1.95e-05
open-sky fraction at trough bottom = 0.826
largest precursor flux deficit = 5.9e-04 %
rate change for 1 K = 2.46 %
curvature shift of chem. potential / kT = 0.95 %
amplitude loss by surface diffusion = 2.5e-03 %
arrival noise, single-atom columns = 4.04 nm
arrival noise, mean over 10x10 nm patch = 0.11 nm
assumed extra rate on a vertical wall = 10 %
  as aniso*sin^2(theta), steepest point = 4.7 %
```
